# Thermal Diffusion Through Two Micrometres of Silica: Settling and First Corrections

## A steady layer and the time its heat stays

A silica layer of thickness \(L=2\) µm is heated uniformly on one face and held at its initial temperature on the other. After a long time nothing changes, and the power per area \(q\) that enters the hot face leaves through the cold one. Let \(x\) run from the hot face (\(x=0\)) to the cold face (\(x=L\)), and let \(T\) be the temperature rise. Fourier's law with conductivity \(k\) gives

\[
q=-k\frac{dT}{dx},\qquad T(L)=0\quad\Rightarrow\quad T(x)=\frac{q}{k}(L-x).
\]

The hot face is warmer by \(qL/k\). With volumetric heat capacity \(C\), the heat stored per area is

\[
H=C\int_0^L\frac{q}{k}(L-x)\,dx=\frac{CqL^2}{2k}.
\]

Stored heat divided by throughput is the mean time that heat stays in the layer:

\[
t_{\rm mean}=\frac Hq=\frac{L^2}{2D},\qquad D=\frac kC .
\]

Take \(k=1.4\) W/(m K) and \(C=1.6\) MJ/(m³ K). In µm, µs, K, µW and pJ these keep the values 1.4 and 1.6, because 1 µW is 1 pJ/µs. Hence \(D=1.4/1.6=0.875\) µm²/µs. For a rise of 20 K,

\[
q=\frac{1.4\times20}{2}=14\ \text{µW/µm}^2,\qquad
H=\frac{1.6\times2\times20}{2}=32\ \text{pJ/µm}^2,
\]

and \(t_{\rm mean}=32/14=2.29\) µs. No time-dependent equation was needed.

## The diffusion time

Heat that enters a thin slice and does not leave it warms it, so \(C\,\partial T/\partial t=-\partial(\text{flux})/\partial x\). With flux \(-k\,\partial T/\partial x\) and constant \(k\) and \(C\),

\[
\frac{\partial T}{\partial t}=D\frac{\partial^2T}{\partial x^2}.
\]

The equation has the same form in any consistent set of units. The one combination of \(D\) and \(L\) with the dimension of time is, up to a number,

\[
t_D=\frac{L^2}{D}=\frac{4}{0.875}=4.57\ \text{µs}=4.57\times10^{-6}\ \text{s}.
\]

It is also a resistance times a capacity, both for unit area: \((L/k)(CL)=L^2/D\). If the whole capacity sat at the hot face, behind the whole resistance, the rise would follow \(1-e^{-t/t_D}\) and be 63.2% complete at \(t_D\). In the real layer the capacity is spread along the resistance, and the response must be worked out.

## Late times: the steady state and its first correction

Constant power \(q\) is switched on at \(t=0\). The hot face loses no heat other than into the silica. The boundary conditions are

\[
-k\frac{\partial T}{\partial x}\Big|_{x=0}=q,\qquad T(L,t)=0 .
\]

Use the functions \(\cos\kappa_nx\) with \(\kappa_n=(n+\tfrac12)\pi/L\), \(n=0,1,2,\dots\). They have zero slope at \(x=0\) and vanish at \(x=L\). The mean of \(\cos^2\kappa_nx\) over the layer is ½, so

\[
T=\sum_nT_n(t)\cos\kappa_nx,\qquad T_n=\frac2L\int_0^LT\cos\kappa_nx\,dx .
\]

Multiply the heat equation by \(\cos\kappa_nx\) and integrate by parts twice:

\[
\int_0^L\!\cos\kappa_nx\,\frac{\partial^2T}{\partial x^2}dx
=\Big[\cos\kappa_nx\,\frac{\partial T}{\partial x}+\kappa_n\sin\kappa_nx\,T\Big]_0^L-\kappa_n^2\!\int_0^L\!T\cos\kappa_nx\,dx .
\]

At \(x=L\) both bracket terms vanish, since \(\cos\kappa_nL=0\) and \(T=0\). At \(x=0\) the sine vanishes, and the lower limit contributes \(-\partial T/\partial x=q/k\). Multiplying by \(2D/L\) and using \(D/k=1/C\),

\[
\frac{dT_n}{dt}=\frac{2q}{CL}-D\kappa_n^2T_n
\quad\Rightarrow\quad
T_n=\frac{2q}{kL\kappa_n^2}\left(1-e^{-D\kappa_n^2t}\right).
\]

Put \(m=2n+1\), so that \(\kappa_n=m\pi/2L\). The hot-face temperature is the sum of the \(T_n\). Let \(s(t)\) be its ratio to the steady value \(qL/k\):

\[
s(t)=\frac8{\pi^2}\sum_{m\ \rm odd}\frac{1-e^{-m^2t/\tau}}{m^2},\qquad \tau=\frac{4L^2}{\pi^2D}=1.85\ \text{µs}.
\]

As \(t\to\infty\), \(s\) must reach 1, so the constant terms sum to 1 and \(\sum 1/m^2=\pi^2/8\). Therefore

\[
s(t)=1-\frac{8}{\pi^2}e^{-t/\tau}-\frac8{\pi^2}\sum_{m=3,5,\dots}\frac{e^{-m^2t/\tau}}{m^2}.
\]

The leading term is the steady state, and the first correction is the slowest exponential. In the remaining sum each exponential is at most \(e^{-9t/\tau}\), so the remainder is smaller than

\[
\frac8{\pi^2}\Big(\frac{\pi^2}8-1\Big)e^{-9t/\tau}=0.19\,e^{-9t/\tau}.
\]

At \(t=t_D\) we have \(t/\tau=\pi^2/4=2.47\). The remainder is below \(10^{-10}\), and the first correction suffices:

\[
s(t_D)=1-0.811\times e^{-2.47}=1-0.811\times0.0848=0.931 .
\]

So \(L^2/D\) is the time at which the hot face has made 93.1% of its rise. It is not the 1/e time of the last approach, which is \(\tau\), shorter by the factor \(4/\pi^2\).

The time for 90% follows from \((8/\pi^2)e^{-t/\tau}=0.1\):

\[
t_{90}=\tau\ln\frac{80}{\pi^2}=1.853\times2.093=3.88\ \text{µs}.
\]

Since \(\tau\propto L^2\), the same materials give 0.97 µs for 1 µm of silica and 15.5 µs for 4 µm.

## Early times: a layer that has not felt its sink

The late series needs many terms when \(t\ll t_D\). The opposite limit starts from a layer so thick that the heat has not reached the far side.

Consider first a pulse of heat \(Q\) per area. On an unbounded line it spreads as

\[
T=\frac{Q}{C}\,G,\qquad G=\frac{e^{-x^2/4Dt}}{\sqrt{4\pi Dt}} .
\]

Differentiation gives \(\partial G/\partial t=(x^2/4Dt^2-1/2t)\,G\) and \(\partial^2G/\partial x^2=(x^2/4D^2t^2-1/2Dt)\,G\), so \(G\) obeys the heat equation. Its integral over \(x\) is 1, so the heat is \(Q\).

An insulated face at \(x=0\) requires \(T\) to be even about \(x=0\). The source there must be \(2Q\), of which half goes into the silica. The cold face requires \(T\) to be odd about \(x=L\), which adds a source \(-2Q\) at \(x=2L\). Evenness then adds \(-2Q\) at \(-2L\), oddness adds \(+2Q\) at \(4L\), and so on. At the hot face the sources at distance \(2L\) carry the factor \(e^{-(2L)^2/4Dt}=e^{-t_D/t}\), and there are two of them:

\[
T_{\rm pulse}(0,t)=\frac{Q}{C\sqrt{\pi Dt}}\left[1-2e^{-t_D/t}+2e^{-4t_D/t}-\dots\right].
\]

Constant heating is a succession of pulses \(q\,dt'\). Integrate over their ages, divide by \(qL/k\), and write \(\theta=t/t_D\). The prefactor becomes \(k/(CL\sqrt{\pi D})=\sqrt{D}/(L\sqrt\pi)=1/\sqrt{\pi t_D}\), so

\[
s=\frac1{\sqrt\pi}\int_0^\theta\frac{du}{\sqrt u}\left[1-2e^{-1/u}+\dots\right]
=2\sqrt{\frac\theta\pi}-\frac2{\sqrt\pi}\int_0^\theta\frac{e^{-1/u}}{\sqrt u}\,du+\dots
\]

With \(v=1/u\) the last integral is \(\int_{1/\theta}^\infty v^{-3/2}e^{-v}dv\). For small \(\theta\) the exponential confines \(v\) to a range of order 1 above the large number \(1/\theta\), where \(v^{-3/2}\approx\theta^{3/2}\). Hence

\[
s\simeq2\sqrt{\frac\theta\pi}\left[1-\theta\,e^{-1/\theta}\right].
\]

The leading term contains no thickness. Restoring units, it is

\[
T(0,t)\simeq2q\sqrt{\frac{t}{\pi kC}},
\]

the heating of a half-space. The sink enters through a correction smaller than any power of \(\theta\), so the square-root law holds until \(t\) is a sizeable part of \(t_D\).

The two expansions overlap. At \(\theta=\tfrac14\), or 1.14 µs, the square root gives 0.564, and its correction is, to leading order, \(-\tfrac14e^{-4}=-0.5\%\) of that, leaving 0.562. The late form gives \(1-0.811\,e^{-\pi^2/16}=0.563\). Between them, two short formulas cover the whole heating curve.

## A pulse instead of steady heating

If heat \(Q\) is released at the hot face at \(t=0\), each mode starts at \(T_n=2Q/(CL)\) and decays freely. Since \(\int_0^L\cos\kappa_nx\,dx=(-1)^n/\kappa_n\), the fraction of the heat still in the layer is

\[
F(t)=\sum_n\frac{2(-1)^n}{L\kappa_n}e^{-D\kappa_n^2t}
=\frac4\pi\left[e^{-t/\tau}-\frac13e^{-9t/\tau}+\dots\right].
\]

At \(t_D\) this is \(1.273\times0.0848=0.108\), so 10.8% of the heat remains. Steady heating is a sum of such pulses, and its stored heat is \(q\int_0^\infty F\,dt\). Comparison with the opening calculation gives \(\int_0^\infty F\,dt=L^2/2D\). This integral is the mean time at which the heat leaves.

## A silicon film on the hot face

In a silicon photonic chip the silica can be the buried oxide, and the heated object a silicon film on top of it. Take a film of thickness \(d=0.22\) µm with heat capacity \(C_s=1.7\) MJ/(m³ K), both rough typical values, and let its temperature be uniform.

In the steady state the film sits at \(qL/k\) and stores \(C_sd\,qL/k\). Dividing by \(q\) gives the new mean time:

\[
t_{\rm mean}=\frac{L^2}{2D}+\frac{C_sdL}{k}=2.29+0.374\times1.429=2.82\ \text{µs}.
\]

For the slowest exponential, switch the power off and try \(T=\sin[\kappa(L-x)]\,e^{-D\kappa^2t}\), which vanishes at the sink. The heat flowing from the silica into the film is \(+k\,\partial T/\partial x\) at \(x=0\), so

\[
C_sd\,\frac{\partial T}{\partial t}=k\frac{\partial T}{\partial x}
\quad\Rightarrow\quad
C_sd\,D\kappa^2\sin\kappa L=k\kappa\cos\kappa L .
\]

With \(\beta=\kappa L\) and \(k/D=C\),

\[
\beta\tan\beta=r,\qquad r=\frac{CL}{C_sd}=\frac{3.20}{0.374}=8.56 .
\]

A light film means large \(r\). Put \(\beta=\pi/2-\epsilon\), so that \(\tan\beta\approx1/\epsilon\) and \(\epsilon\approx\pi/2r\). Then

\[
\tau_{\rm film}=\frac{L^2}{D\beta^2}\approx\tau\left(1-\frac1r\right)^{-2}\approx\tau\left(1+\frac2r\right)=1.853\times1.234=2.29\ \text{µs}.
\]

The numerical root \(\beta=1.408\) gives 2.31 µs, so the first correction is good to about 1% here.

## A narrow strip: the same exponential, a different prefactor

A waveguide is narrow, and its heat also spreads sideways. Let the power density \(q\) act on a strip of width \(w=0.5\) µm, with lateral coordinate \(\xi\) measured from its centre and the rest of the top face insulated. The film's heat capacity is left out at first. The strip's heating is a sum of cosines:

\[
q(\xi)=\frac{qw}{\pi}\int_0^\infty S(p)\cos p\xi\,dp,\qquad S(p)=\frac{\sin(pw/2)}{pw/2}.
\]

For one cosine the heat equation gains the term \(-Dp^2T\), so \(\kappa_n^2\) becomes \(\kappa_n^2+p^2\) in the mode solution. Averaging \(\cos p\xi\) over the strip gives another factor \(S\). The mean strip temperature is therefore

\[
\frac{\bar T}{q}=\frac w\pi\int_0^\infty S^2\sum_n\frac{2}{kL}\,\frac{1-e^{-D(p^2+\kappa_n^2)t}}{p^2+\kappa_n^2}\,dp .
\]

Numerical quadrature of the steady part gives \(R=0.356\) µm² K/µW, against \(L/k=1.429\) for the planar layer. At the same 14 µW/µm² the strip warms by \(14\times0.356=5.0\) K instead of 20 K. These values assume uniform flux. A silicon strip is nearly isothermal across its width, and for an isothermal strip \(R=0.343\) µm² K/µW and the rise is 4.8 K.

At late times the \(n=0\) term dominates the missing part, and \(e^{-Dp^2t}\) restricts \(p\) to small values. To leading order set \(S=1\) and drop \(p^2\) beside \(\kappa_0^2\). With \(\int_0^\infty e^{-Dtp^2}dp=\tfrac12\sqrt{\pi/Dt}\),

\[
1-s_{\rm strip}\simeq\frac{4wL}{\pi^2kR\sqrt{\pi Dt}}\;e^{-t/\tau}.
\]

For the first correction use \(S^2\approx1-p^2w^2/12\) and \(1/(p^2+\kappa_0^2)\approx(1-p^2/\kappa_0^2)/\kappa_0^2\). The Gaussian average of \(p^2\) is \(1/(2Dt)\), so the result is multiplied by

\[
1-\frac{1}{2Dt}\left(\frac{4L^2}{\pi^2}+\frac{w^2}{12}\right).
\]

At \(t_D\), where \(Dt=L^2\), the leading form leaves 1.9% unsettled. The correction factor 0.795 lowers this to 1.5%. Quadrature of the full expression gives 1.7%, that is, 98.3% settled. This expansion is an asymptotic one in powers of \(1/t\). After the first correction factor, the relative error of the unsettled part falls only as \(1/t^2\), whereas in the planar layer the terms beyond the slowest exponential are smaller than it by a factor of order \(e^{-8t/\tau}\).

The strip reaches 90% in 1.85 µs, against 3.88 µs for the planar layer. That this equals \(\tau\) to three digits is a coincidence of the chosen width: \(\tau\) does not depend on \(w\), while the strip's settling curve does. Heat stored in a film of the strip's own width adds about \(C_sdR=0.13\) µs to the mean time, and it lengthens the 90% time to about 2.1 µs.

## What a real device changes

The silica constants used here are ordinary room-temperature values. The top face was assumed bare, but a device may carry an upper oxide. Suppose it is also 2 µm thick, insulated above, and the heating is planar. In the steady state it sits uniformly at \(qL/k\) and stores \(CqL^2/k\). The mean time becomes

\[
\frac{L^2}{2D}+\frac{L^2}{D}=\frac{3L^2}{2D}=6.86\ \text{µs},
\]

three times the value for the bare layer. Settling slows by a larger factor. The heated plane is now the middle of a slab of thickness \(2L\), where the squared cosine of every mode of that slab equals ½. The curve \(s(t)\) therefore keeps its form with \(\tau\) four times as long, and 90% of the rise takes 15.5 µs. Sideways spreading does not change the mean time, because in uniform layers heat moves in depth independently of its sideways motion. It does shorten the settling of a strip's temperature, as found above for the bare layer. Both the geometry and the quantity meant must therefore be known before a second digit means anything.

The silicon substrate is not a perfect sink. Take rough values of 150 W/(m K) and 1.7 MJ/(m³ K). If the full flux entered it from the start, the half-space law would give a rise at \(t_D\) of 10.6% of \(qL/k\). A finite-volume solution of the heat equation in oxide and substrate together gives an extra hot-face rise of 3.3% of \(qL/k\) at that time. For the bare layer it has reached about 15% by 15.5 µs, so the longer settling times above hold only for an ideal sink. Under heating of unlimited area this part keeps growing as \(\sqrt t\), and the exponential approach to a steady state is then lost at long times. A heated area that is finite in both directions ends that growth, but on a very thick substrate the last small part of the rise then settles as \(1/\sqrt t\), not exponentially. Under a very long strip the substrate's part keeps growing, as the logarithm of time.

Three other effects are smaller:

- An interface resistance of roughly 0.01 µm² K/µW is 0.7% of \(L/k\).
- Near room temperature \(k\) rises by roughly 0.1% per kelvin and \(C\) by roughly 0.2% per kelvin. The mean layer rise of 10 K then changes \(k\) by about 1% and \(C\) by about 2%, and lowers \(D\) by about 1%.
- Fourier's law needs heat carriers with paths much shorter than \(L\). The kinetic estimate \(k=Cv\ell/3\), with a rough sound speed \(v=4000\) m/s, gives \(\ell\) somewhat below 1 nm, far shorter than \(L\).

For these constants, then, the estimate \(L^2/D\) fixes only the order of magnitude. The characteristic times found above for the 2 µm layer on an ideal sink run from 1.85 to 15.5 µs, according to what is heated, what covers it, and which stage of the settling is meant.
